\section*{Tunnelling through piecewise-linear barriers: scaled Airy functions versus constant slices}

\section{Two ways to get a wrong current}

An electron with energy 0.1 eV meets an oxide 6 nm thick. The barrier starts at 3.1 eV and falls by 1 eV per nm. Cut the slope into 60 flat steps of 0.1 nm, give each step the height at its left edge, and match waves from step to step. The resulting $\ln T$ is wrong by $-0.568$: the transmission is $e^{-0.568}=0.57$ times the correct one, although the steps look fine.

The sloping potential can instead be solved with Airy functions. Make the oxide 100 nm thick and reduce the slope to 0.01 eV/nm. The function $\mathrm{Bi}$ is now needed at argument 143.8, where it is about $e^{1150}$. Double precision ends near $e^{709}$, and the calculation returns no number.

Both faults can be cured. Scaled Airy functions remove the overflow, and an error law shows what slices cost, including at the classical turning point, where $V=E$.

\section{Model and conventions}

Energies are in eV, lengths in nm, and masses $\mu$ in free-electron masses. Transport is coherent, elastic and one-dimensional, with parabolic bands. With $c=2m_0/\hbar^2=26.2468\ \mathrm{eV^{-1}nm^{-2}}$ and $\varphi=\psi'/\mu$, the effective-mass equation is
\begin{equation}
\psi'=\mu\varphi,\qquad \varphi'=c\,(V-E)\,\psi .
\label{sys}
\end{equation}
Both $\psi$ and $\varphi$ are continuous where the mass or potential jumps. Since $(\psi^*\varphi)'=\mu|\varphi|^2+c(V-E)|\psi|^2$ is real, $\mathrm{Im}(\psi^*\varphi)$ is constant; it is proportional to the current.

The leads are flat and propagating, with wave number $k$ and $q=k/\mu=\sqrt{c(E-V)/\mu}$. On the right put a single outgoing wave, $(\psi,\varphi)=(1,iq_R)$, which has flux $q_R$. At the left end the incident and reflected amplitudes $A,B$ satisfy $\psi=A+B$ and $\varphi=iq_L(A-B)$. Adding $\psi$ and $\varphi/(iq_L)$ eliminates $B$:
\begin{equation}
A=\tfrac12\left(\psi+\frac{\varphi}{iq_L}\right),\qquad
T=\frac{q_R}{q_L|A|^2}.
\label{T}
\end{equation}

\section{One sloping piece by hand}

Let $V-E=F(x-x_t)$, with turning point $x_t$. Define $g$ as the real cube root in $g^3=c\mu F$, and let $\xi=g(x-x_t)$. Then
\[
g^2\psi_{\xi\xi}=\psi''=c\mu F(x-x_t)\psi=g^3(x-x_t)\psi=g^2\xi\psi ,
\]
so $\psi_{\xi\xi}=\xi\psi$, with solutions $\mathrm{Ai}(\xi)$ and $\mathrm{Bi}(\xi)$. Equivalently, $\xi=c\mu(V-E)/g^2$.

For the 6 nm oxide take $\mu=0.42$, and mass 0.92 in both leads. The left band edge is at 0 and the right one at $-6$ eV. The Airy length is $1/|g|=0.4493$ nm and $x_t=3.00$ nm, so $\xi$ runs from $3.00/0.4493=6.68$ at the cathode to $-6.68$ at the anode.

Suppose first that the anode reflects nothing. For large negative $\xi$, $\mathrm{Ai}$ and $\mathrm{Bi}$ approach $\pi^{-1/2}|\xi|^{-1/4}$ times $\sin\theta$ and $\cos\theta$, with $\theta=\frac23|\xi|^{3/2}+\frac{\pi}{4}$. Here $F<0$, so $\theta$ grows to the right, and the outgoing wave is $f=\mathrm{Bi}+i\,\mathrm{Ai}$.

The Wronskian $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi}$ is constant, because its derivative is $\mathrm{Ai}\,\xi\mathrm{Bi}-\xi\mathrm{Ai}\,\mathrm{Bi}=0$; the standard normalization makes it $1/\pi$. With $\varphi=g\psi_\xi/\mu$, the flux of $f$ is
\[
\frac g\mu\left(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}'\right)
=-\frac{g}{\pi\mu}=\frac{|g|}{\pi\mu}.
\]

At the cathode $\xi_L\gg1$. There $\mathrm{Ai}$ is negligible, $\mathrm{Bi}\simeq\pi^{-1/2}\xi_L^{-1/4}e^{\zeta_L}$ with $\zeta=\frac23\xi^{3/2}$, and $\mathrm{Bi}'\simeq\sqrt{\xi_L}\,\mathrm{Bi}$. Hence $\varphi=-p\,\mathrm{Bi}$, where $p=|g|\sqrt{\xi_L}/\mu=\sqrt{c\Phi/\mu}$ and $\Phi=3.0$ eV is the barrier height above $E$. Equation~\eqref{T} gives $|A|^2=\frac14\mathrm{Bi}^2(1+p^2/q_L^2)$. Dividing transmitted by incident flux,
\begin{align}
T&\simeq\frac{|g|}{\pi\mu}\,\frac{4q_L}{(q_L^2+p^2)\,\mathrm{Bi}^2}
=\frac{4q_Lp}{q_L^2+p^2}\,e^{-2\zeta_L},\nonumber\\
2\zeta_L&=\frac43\,\frac{(c\mu\Phi)^{3/2}}{c\mu|F|}
=\frac43\,\frac{\sqrt{c\mu}\,\Phi^{3/2}}{|F|}.
\label{FN}
\end{align}

Now $q_L=\sqrt{26.25\times0.1/0.92}=1.69$ and $p=\sqrt{26.25\times3.0/0.42}=13.69$. The prefactor is $4(1.69)(13.69)/(2.85+187.5)=0.486$, and the exponent is 23.00. Thus $T\simeq4.97\times10^{-11}$. The full calculation below gives $4.86\times10^{-11}$, so the hand formula is 2\% high. This closeness is partly luck: the formula ignores the weak anode reflection, and for thicknesses from 6 to 7 nm at the same field it lies between 11\% low and 7\% high. It fails when $\xi_L$ is not large or the anode reflects strongly.

\section{The general piece, without overflow}

Let $b$ be the starting value of $\xi$ and $a$ the final one. Write $\psi=\alpha\mathrm{Ai}+\beta\mathrm{Bi}$ and solve for the coefficients at $b$, using the Wronskian:
\[
\alpha=\pi(\psi_b\mathrm{Bi}'_b-\psi_{\xi,b}\mathrm{Bi}_b),\qquad
\beta=\pi(\psi_{\xi,b}\mathrm{Ai}_b-\psi_b\mathrm{Ai}'_b).
\]
Insert these at $a$ and use $\psi_\xi=\mu\varphi/g$. The matrix taking $(\psi,\varphi)$ from $b$ to $a$ is
\begin{equation}
M=\pi\begin{pmatrix}
\mathrm{Ai}_a\mathrm{Bi}'_b-\mathrm{Bi}_a\mathrm{Ai}'_b &
\frac{\mu}{g}(\mathrm{Bi}_a\mathrm{Ai}_b-\mathrm{Ai}_a\mathrm{Bi}_b)\\[3pt]
\frac{g}{\mu}(\mathrm{Ai}'_a\mathrm{Bi}'_b-\mathrm{Bi}'_a\mathrm{Ai}'_b) &
\mathrm{Bi}'_a\mathrm{Ai}_b-\mathrm{Ai}'_a\mathrm{Bi}_b
\end{pmatrix}.
\label{M}
\end{equation}

For $\xi>0$ write $\mathrm{Ai}=e^{-\zeta}\widehat{\mathrm{Ai}}$ and $\mathrm{Bi}=e^{\zeta}\widehat{\mathrm{Bi}}$, and scale the derivatives by the same factors. For $\xi\le0$ set $\zeta=0$. With $D=\zeta_a-\zeta_b$, each product of an Ai-type function at $a$ and a Bi-type function at $b$ carries $e^{-D}$; the opposite products carry $e^{D}$. Take $e^{|D|}$ out of the matrix and store $|D|$. The remaining factors, $e^{\mp D-|D|}$, never exceed one.

When $a$ and $b$ are large and close, subtracting $\zeta_b$ from $\zeta_a$ loses digits. Multiplying and dividing by $a^{3/2}+b^{3/2}$ avoids this:
\begin{equation}
D=\frac23\,\frac{a^3-b^3}{a^{3/2}+b^{3/2}}
=\frac23\,\frac{(a-b)(a^2+ab+b^2)}{a^{3/2}+b^{3/2}},
\end{equation}
where $a-b$ is computed directly as $g$ times the signed distance.

A flat piece, with $\kappa^2=c\mu(V-E)$ and signed distance $\delta$, has the matrix
\begin{equation}
\begin{pmatrix}\cosh\kappa\delta&\mu\,\sinh(\kappa\delta)/\kappa\\
\kappa\,\sinh(\kappa\delta)/\mu&\cosh\kappa\delta\end{pmatrix}.
\end{equation}
For $V>E$ take the factor $e^{\kappa|\delta|}$ out of this matrix too, and store $|D|=\kappa|\delta|$. For $V<E$ the matrix consists of cosines and sines, and $D=0$. At $V=E$ its limit is regular, since $\sinh(\kappa\delta)/\kappa\to\delta$. A scheme that stores plane-wave amplitudes must divide by $q$, as in \eqref{T}, and is singular there. That singularity belongs to the variables, not to the slices.

The algorithm is then:
\begin{enumerate}
\item Start at the right with $(1,iq_R)$.
\item Go left through the pieces, multiplying by the scaled matrices. In a barrier the wanted solution grows in this direction, so an admixture of the other one dies out relative to it.
\item After each piece, divide the state by the larger of the moduli of its two components. Add the logarithm of that modulus and $|D|$ to a running sum $L$.
\item At the left end form $A$ from the stored state, and return $\ln T=\ln(q_R/q_L)-2(\ln|A|+L)$.
\end{enumerate}

For the 6 nm oxide this gives $\ln T=-23.74697173$. Direct numerical integration of \eqref{sys} gives the same digits. For the 100 nm barrier of the opening, with the right band edge at $-1$ eV and otherwise the same parameters, $\ln T=-1048.42$; direct integration agrees within $10^{-6}$. Here $T$ itself would underflow, so the logarithm must be kept.

Very small slopes remain a problem. As $F\to0$ at fixed $V-E$, $|\xi|$ grows as $|F|^{-2/3}$. Above about $|\xi|=10^6$ the library Airy functions used here return no number. In the allowed region accuracy suffers earlier: the phase $\frac23|\xi|^{3/2}$ is a large number whose relative rounding error becomes an absolute phase error. A nearly flat piece is better treated as flat; equation~\eqref{pert} below gives the cost to first order in the neglected slope.

\section{What a flat slice costs}

Let $f$ be the solution that equals $(1,iq_R)$ at the right, and $w$ the one that equals $(1,-iq_L)$ at the left, outgoing there. Change the potential to $V+\delta V$ and call the new right-outgoing solution $\tilde f$. From \eqref{sys},
\[
(w\varphi_{\tilde f}-\tilde f\varphi_w)'
=\mu\varphi_w\varphi_{\tilde f}+c(V+\delta V-E)w\tilde f
-\mu\varphi_{\tilde f}\varphi_w-c(V-E)\tilde fw
=c\,\delta V\,w\tilde f .
\]
At the right end the bracket has the same value $W_0$ with or without $\delta V$. At the left end it is $iq_L(\tilde A-\tilde B)+iq_L(\tilde A+\tilde B)=2iq_L\tilde A$. Integrating from left to right,
\[
2iq_L\tilde A=W_0-c\int\delta V\,w\tilde f\,dx,\qquad 2iq_LA=W_0 .
\]
Divide the two, replace $\tilde f$ by $f$ to first order, and use $\ln T=\text{const}-2\ln|A|$:
\begin{equation}
\delta\ln T=2c\int\delta V\,\mathrm{Re}\,G\,dx,\qquad
G=\frac{wf}{W_0}=\frac{1}{\varphi_f/f-\varphi_w/w}.
\label{pert}
\end{equation}

Take one slice of width $h$, with the height of its midpoint $x_m$. With $s=x-x_m$ the change is $\delta V=-Fs$. Expand $G$ about $x_m$; even terms integrate to zero against $s$:
\[
\int_{-h/2}^{h/2}(-Fs)\,(G+G's+\dots)\,ds=-\frac{Fh^3}{12}G'(x_m)+O(h^5).
\]
Within a piece, $\sum hG'(x_m)$ is the midpoint rule for $\int G'dx$, which equals the difference of the end values up to $O(h^2)$. Summing over pieces $j$,
\begin{equation}
\delta\ln T=-\frac c6\sum_jF_jh_j^2\,
\mathrm{Re}\,[G(\text{right end})-G(\text{left end})]_j+O(h^4).
\label{law}
\end{equation}

Terms quadratic in $\delta V$ are also $O(h^4)$. Two different slices contribute $h^3\cdot h^3$, and there are of order $h^{-2}$ pairs. Within one slice the kernel has a kink $|s-s'|$, contributing $h^5$ for each of order $h^{-1}$ slices.

Airy functions are smooth at $\xi=0$, so nothing singular happens at a turning point. The semiclassical estimate suggests otherwise. Deep in a barrier $\varphi_f/f\simeq-\kappa/\mu$ and $\varphi_w/w\simeq\kappa/\mu$, giving $G\simeq-\mu/(2\kappa)$, which diverges as $\kappa\to0$. That estimate breaks down within about an Airy length of the turning point.

For a falling barrier, left-edge heights equal midpoint heights of a barrier lifted by $|F|h/2$. This shift gives an error of first order. With 60 slices the lift is 0.05 eV. The exponent in \eqref{FN} changes by $\frac32\times23.0/3.0=11.5$ per eV, so $\delta\ln T\simeq-0.575$, close to the calculated $-0.568$.

\section{Reading the slice errors}

The errors for the 6 nm oxide, relative to the Airy result, are:
\begin{center}
\begin{tabular}{rccc}
slices & midpoint & law \eqref{law} & left edge\\
15 & $7.41\times10^{-2}$ & $6.49\times10^{-2}$ & $-2.27$\\
60 & $4.06\times10^{-3}$ & $4.06\times10^{-3}$ & $-0.568$\\
240 & $2.54\times10^{-4}$ & $2.54\times10^{-4}$ & $-0.143$
\end{tabular}
\end{center}
With 15 slices, $h=0.4$ nm is close to both the Airy length and the half wavelength of 0.55 nm at the anode, and the leading law is visibly short; the largest part of the shortfall arises in the last 2 nm, not at the turning point. Between 240 and 480 slices the measured orders are 2.00 for midpoint and 1.00 for left-edge heights; what the law leaves out falls with order 4.02. With 61 slices one midpoint height equals $E$, and the error, $3.93\times10^{-3}$, still follows the law. An error of $10^{-6}$ in $\ln T$ takes 3823 midpoint slices, against one Airy matrix.

To see where the error arises, slice one 1 nm window at a time with $h=0.025$ nm and leave the rest linear. From cathode to anode the errors, in units of $10^{-4}$, are $+0.77$, $-0.53$, $-1.76$, $+4.10$, $-1.79$ and $+1.75$. The largest lies just beyond the turning point at 3 nm, and the error changes sign there.

The hand example explains the sign change. For a thick barrier and no anode reflection, $f\propto\mathrm{Bi}+i\mathrm{Ai}$ and $w\propto\mathrm{Ai}$, so $W_0\propto g/(\pi\mu)$ and
\begin{equation}
\mathrm{Re}\,G=-\frac{\pi\mu}{|g|}\,\mathrm{Ai}(\xi)\mathrm{Bi}(\xi).
\end{equation}
Since $\mathrm{Bi}(0)=\sqrt3\,\mathrm{Ai}(0)$ and $\mathrm{Bi}'(0)=-\sqrt3\,\mathrm{Ai}'(0)$, the slope $\mathrm{Ai}'\mathrm{Bi}+\mathrm{Ai}\,\mathrm{Bi}'$ vanishes at $\xi=0$. The second derivative there is $2\mathrm{Ai}'\mathrm{Bi}'=-2\sqrt3\,\mathrm{Ai}'(0)^2<0$. Thus $|\mathrm{Re}\,G|$ peaks at the turning point, and the local error, proportional to its slope, has opposite signs on the two sides. In the actual oxide the peak is found at 3.00 nm on a 0.05 nm grid.

The positive first window comes from the cathode. At the contact $\varphi_w/w=-iq_L$, so with the semiclassical $\varphi_f/f\simeq-p$ one has $\mathrm{Re}\,G\simeq-p/(p^2+q_L^2)=-0.072$. One nanometre inside, the semiclassical value is $-0.045$. The difference, $+0.027$, times $(c/6)h^2=2.73\times10^{-3}$, gives $+0.74\times10^{-4}$, near the calculated $+0.77\times10^{-4}$.

For this oxide, a turning point at the barrier corner is no worse. At $E=3.1$ eV, 240 slices give an error of $1.5\times10^{-5}$, below the $2.5\times10^{-4}$ found at 0.1 eV. The exact $G$ stays finite at the contact: the flux of $f$ makes $\mathrm{Im}(\varphi_f/f)$ positive, and $-\varphi_w/w$ adds $iq_L$, so $|G|<1/q_L$.

\section{The real oxide}

The parameters are rough typical values for electron injection from silicon into SiO$_2$ at 10 MV/cm, or 6 V across the film. This field is already 0.83 of a rough breakdown strength of 12 MV/cm. The numerical accuracy above concerns the model; the physical uncertainty is far larger. Changing one assumption at a time multiplies $T$ as follows.

The cathode image force, in the form for a perfectly conducting cathode and with optical permittivity 2.1, gives a factor 17.5 when its $1/x$ divergence is cut off at the cathode band edge. The cutoff matters: a floor 1 eV higher gives 12, one 1 eV lower gives 24, and one 3 eV lower gives 42. Silicon treated as a dielectric has a weaker image force and gives a smaller factor. A two-band oxide dispersion with a 9 eV gap and the same mass gives 11.7, estimated from the exponent alone; a mass fitted with parabolic bands may already absorb part of this. The largest factor in this list, though a crude one, comes from the accumulation layer. In an unscreened triangular well the lowest level would lie at 0.39 eV instead of 0.1 eV, and a wave incident at that energy has 56 times the transmission. Screening weakens the well, so this is an estimate of scale, not a correction to apply.

Smaller changes come from an extra $k_BT$ of energy at 300 K (1.51), a transverse energy $k_BT$ with transverse mass 0.19, added at fixed longitudinal energy (1.18), and an anode mass of 0.42 (1.36). The last is an interference effect: the anode mass changes the reflection there, and at other thicknesses the factor can fall below one. The mass itself is uncertain, since the electron arrives 6.1 eV above the anode band edge, where a parabolic band is doubtful. At fixed voltage, $10^{12}$ trapped electrons per cm$^2$ at mid-oxide give 0.59. Scattering beyond the turning point would weaken interference; for an anode mass of 0.92 the ratio between largest and smallest $T$ is 1.20 for thicknesses from 6 to 7 nm at fixed field, small because $q$ nearly matches across the anode contact; for an anode mass of 0.42 it is 2.0. This describes that range, not the 6 nm film alone, because the voltage, and with it the anode reflection, changes with thickness. The bare value $4.9\times10^{-11}$ should therefore not be trusted for a device even to an order of magnitude. The image-force barrier and the trapped charge need no new method: both were computed as chains of linear pieces.

\section*{Calculated quantities}
\begin{verbatim}
barrier 3.1 eV, oxide 6.0 nm, field 10 MV/cm, voltage 6.0 V
oxide mass 0.42, lead mass 0.92, electron energy 0.1 eV
c = 26.2468 1/(eV nm^2); Airy length 0.4493 nm; turning point 3.00 nm
Airy: ln T = -23.74697173, T = 4.86207e-11
direct integration: ln T = -23.74697173
four-piece stack at 0.5 eV: ln T = -27.712181
100 nm at 0.1 MV/cm: Airy argument 143.8, plain Bi = nan, ln T = -1048.42383
thick-barrier formula: exponent 23.0030, prefactor 0.4860, T = 4.9729e-11
slices | midpoint error of ln T | predicted | left-edge error
  15 | +7.4066e-02 | +6.4935e-02 | -2.2737e+00
  30 | +1.6386e-02 | +1.6234e-02 | -1.1297e+00
  60 | +4.0638e-03 | +4.0585e-03 | -5.6764e-01
  61 | +3.9314e-03 | +3.9265e-03 | -5.5840e-01
 120 | +1.0149e-03 | +1.0146e-03 | -2.8492e-01
 240 | +2.5367e-04 | +2.5365e-04 | -1.4277e-01
 480 | +6.3414e-05 | +6.3413e-05 | -7.1469e-02
orders: midpoint 2.000, left edge 0.998, remainder of law 4.024
slices for 1e-6 error: 3823, error found +9.997e-07
window (nm), slices of 0.025 nm | error of ln T | predicted
0-1 | +7.6986e-05 | +7.7094e-05
1-2 | -5.3470e-05 | -5.3499e-05
2-3 | -1.7631e-04 | -1.7635e-04
3-4 | +4.1007e-04 | +4.1003e-04
4-5 | -1.7875e-04 | -1.7862e-04
5-6 | +1.7517e-04 | +1.7500e-04
largest |Re G| at 3.00 nm (grid 0.05 nm)
energy (eV) | T | error with 240 slices | predicted
1.5 | 2.3669e-04 | +2.8726e-04 | +2.8709e-04
2.9 | 5.4116e-01 | +5.0409e-05 | +5.0408e-05
3.1 | 8.2159e-01 | +1.5188e-05 | +1.5215e-05
3.3 | 7.9876e-01 | +4.9475e-05 | +4.9422e-05
neglected effects, factor on T unless stated:
cathode image force (optical permittivity 2.1): 17.51
two-band oxide, same mass, gap 9.0 eV: 11.69
unscreened accumulation level 0.389 eV instead of 0.1 eV: 56.0
energy higher by kT at 300 K (0.0259 eV): 1.506
transverse energy kT, transverse mass 0.19: 1.176
1e12 electrons/cm2 trapped at mid-oxide (+0.0696 eV): 0.587
anode mass 0.42 instead of 0.92: 1.361
interference, max/min of T for 6-7 nm at fixed field: 1.1997
field over rough breakdown strength 12.0 MV/cm: 0.83
\end{verbatim}
